# Threshold laws for photodetachment of s-electron anions and photoionization of neutral atoms

**The choice to be made**

When a cross section just above threshold is extrapolated from higher photon energies, the extrapolating function must be chosen first. For an s electron leaving an atomic anion, with the atom left in its ground state, the curve must go to zero as the excess energy to the power 3/2 (the conditions are given below). For an s electron leaving a neutral atom, it must reach a finite value. Between these two cases, what decides is the charge of the particle left behind.

I use Rydberg atomic units, $\hbar=2m=1$ and $e^2=2$, with lengths in $a_0$ and energies in Ry. The excess energy is then $E=k^2$, with $k$ the wave number of the free electron. The binding energy is $I$, and $u(r)$ denotes $r$ times a radial wave function. One electron is active, and the light acts in the electric dipole approximation.

**The cross section as a radial integral**

Light of field amplitude $F_0$ couples through $eF_0z/2$. The golden rule gives the rate $(2\pi/\hbar)(e^2F_0^2/4)|z_E|^2$, where $z_E$ is the matrix element to a final state normalised per unit energy. The photon flux is $\varepsilon_0cF_0^2/(2\hbar\omega)$. Dividing the rate by the flux, and using $e^2=4\pi\varepsilon_0\hbar c\alpha$ (SI charge, $\alpha$ the fine-structure constant),

$$\sigma=\frac{\pi e^2\omega}{\varepsilon_0c}|z_E|^2=4\pi^2\alpha\,\hbar\omega\,|z_E|^2 .$$

An s electron goes to a p wave. The angular integral of $\cos\theta$ between these states is $1/\sqrt3$, and $\hbar\omega=I+E$, so

$$\sigma=\frac{4\pi^2\alpha}{3}(I+E)D^2,\qquad D=\int_0^\infty u_E\,r\,u_i\,dr. \tag{1}$$

Near threshold $I+E$ is practically constant. The threshold law therefore lies in the size of $u_E$ where the initial orbital $u_i$ is.

That size follows from the normalisation. If $u_E\to A\sin(kr+\varphi)$ far out, the overlap of two such waves is $A^2(\pi/2)\,\delta(k-k')$. Since $dE/dk=2k$, $\delta(k-k')=2k\,\delta(E-E')$. Unit weight per energy requires $A^2\pi k=1$, or $A=(\pi k)^{-1/2}$.

**Anion: the electron must cross the centrifugal barrier**

Outside a neutral atom the p wave obeys $u''+(k^2-2/r^2)u=0$. With $x=kr$, its regular and irregular solutions are

$$s=\frac{\sin x}{x}-\cos x\to\frac{x^2}{3},\qquad c=\frac{\cos x}{x}+\sin x\to\frac1x\qquad(x\to0),$$

and both have unit amplitude at large $x$.

At distances far below $1/k$ the energy can be dropped from the radial equation. There $u_E=Bv_0$, where $v_0$ is the zero-energy solution, equal to $r^2/3+q/r$ outside the atom. Matching to $as+bc$ gives

$$\frac{ak^2}{3}=\frac B3,\qquad \frac bk=Bq\quad\Rightarrow\quad a=\frac{B}{k^2},\qquad \frac ba=qk^3\to0 .$$

The outer amplitude is thus $a$, which must equal $(\pi k)^{-1/2}$. Hence $B=k^2(\pi k)^{-1/2}=k^{3/2}/\sqrt\pi$, and (1) becomes

$$\sigma=\frac{4\pi\alpha}{3}\,I\,D_0^2\,E^{3/2},\qquad D_0=\int_0^\infty v_0\,r\,u_i\,dr. \tag{2}$$

The power $k^3$ is $k^4$ from the barrier times $1/k$ from the normalisation. At an excess of 10 meV the barrier $2/r^2$ exceeds $E$ out to $r=\sqrt2/k=2.76$ nm, far outside the atom. The atomic potential changes $D_0$ but not the power.

The law requires that $D_0$ does not vanish and that no p-wave bound state or resonance sits at zero energy. A dipole moment on the neutral that stays fixed in direction during the escape also changes it, because its potential falls as $1/r^2$ and competes with the barrier at every distance. For a linear rigid rotor left in its lowest rotational state this applies only above the rotational spacing; below the first rotational excitation the dipole averages out, and the power 3/2 returns if the anion starts with total angular momentum $J=0$. From $J=1$ the electron can leave as an s wave, because the dipole mixes p character into the bound orbital, and the power is 1/2. A rigid-rotor model with dipole $0.4\,ea_0$ and rotational constant $2\times10^{-4}$ Ry gives an exponent of about 1.5 at $10^{-5}$ Ry from $J=0$ and 0.49 from $J=1$, against 0.38 for the fixed dipole. The averaging needs a neutral with no angular momentum about its axis (a Σ state). In a Π state, as in OH, the lowest level is a nearly degenerate parity doublet, and above its splitting a $1/r^2$ coupling survives: for $j=\Omega=3/2$ the channel that mixes s and p waves has exponent 0.43 for a dipole of $0.4\,ea_0$ and 0.30 for $0.65\,ea_0$. An excited atom can supply a $1/r^2$ tail too: when H⁻ leaves H in $n=2$, the degenerate 2s and 2p levels turn the coefficient 2 of the lowest ${}^1P$ channel into $-3.71$, and above the fine-structure splitting there is no barrier. The polarization attraction falls as $1/r^4$ and leaves the leading power intact.

An outer p electron can leave as an s wave, which has no barrier. Its free wave is $(\pi k)^{-1/2}\sin kr\to k^{1/2}r/\sqrt\pi$ near the atom, so $\sigma\propto E^{1/2}$, barring a zero-energy s-wave resonance.

**How far the power law reaches**

A second limit gives a useful correction. For a weakly bound electron most of $D$ comes from outside the well, where $u_i\propto e^{-\kappa r}$ with $\kappa^2=I$. Taking this form everywhere, with a free final wave,

$$\int_0^\infty\!\left(\frac{\sin kr}{kr}-\cos kr\right)re^{-\kappa r}dr=\frac{1}{k^2+\kappa^2}-\frac{\kappa^2-k^2}{(k^2+\kappa^2)^2}=\frac{2k^2}{(k^2+\kappa^2)^2}.$$

Squaring, and multiplying by $1/k$ and by $I+E=k^2+\kappa^2$, gives

$$\sigma\propto\frac{E^{3/2}}{(I+E)^3},\qquad \frac{d\ln\sigma}{d\ln E}=\frac32-\frac{3E}{I+E}. \tag{3}$$

The power law thus needs $E\ll I$. In this approximation the cross section peaks at $E=I$.

**Neutral atom: the Coulomb tail removes the barrier**

The electron now leaves a positive ion and feels $-2/r$ far out. At zero energy, for hydrogen,

$$u''+\left(\frac2r-\frac2{r^2}\right)u=0 .$$

The attraction exceeds the barrier beyond $r=1\,a_0=0.053$ nm, so even a zero-energy electron is in an allowed region there. The regular solution is $u_0=\sqrt r\,J_3(x)$ with $x=\sqrt{8r}$. To verify this, use $dx/dr=\sqrt{2/r}$:

$$u_0'=\frac{J_3}{2\sqrt r}+\sqrt2J_3',\qquad u_0''=-\frac{J_3}{4r^{3/2}}+\frac{J_3'}{\sqrt2\,r}+\frac{2J_3''}{\sqrt r}.$$

Bessel's equation, $J_3''=-J_3'/x-(1-9/x^2)J_3$, cancels the $J_3'$ terms. It leaves $u_0''=-2J_3/\sqrt r+(9/4-1/4)J_3/r^{3/2}=(-2/r+2/r^2)u_0$, as required.

The prefactor also follows from the normalisation. Where the local wave number $p(r)$ changes slowly, the amplitude varies as $p^{-1/2}$, so the condition at infinity becomes $(\pi p)^{-1/2}$ at finite $r$. At threshold $p\simeq\sqrt{2/r}$, and $|p'|/p^2=1/(2\sqrt{2r})$ is small far out. The required squared amplitude is $\sqrt{r/2}/\pi$. The Bessel function has squared amplitude $2/(\pi x)$, which gives $2r/(\pi\sqrt{8r})=\sqrt{r/2}/\pi$. The prefactor is therefore one, and no power of $k$ is left.

Near the nucleus $u_0\to\sqrt r\,(2r)^{3/2}/3!=\sqrt2\,r^2/3$. The free wave there is $k^{3/2}r^2/(3\sqrt\pi)$. The ratio of their squares is $2\pi/k^3$: the tail supplies the factor that cancels $k^3$. At 100 meV this leading form gives about 9970, and direct integration gives 10 044. The exact factor, $2\pi(1+k^2)/[k^3(1-e^{-2\pi/k})]$, includes the finite-energy correction and equals 10 045, so the last digit of the integrated value is not converged.

For the 1s orbital, $u_i=2re^{-r}$. Expanding $J_3$ in its power series and using $\int_0^\infty r^{m+4}e^{-r}dr=(m+4)!$,

$$D=2\sum_{m=0}^\infty\frac{(-1)^m2^{m+3/2}}{m!\,(m+3)!}(m+4)!=2^{5/2}\sum_{m=0}^\infty\frac{(-2)^m(m+4)}{m!}=2^{5/2}(4-2)e^{-2}=8\sqrt2\,e^{-2}.$$

With $I=1$ and $D^2=128e^{-4}$,

$$\sigma(0)=\frac{512\pi^2\alpha}{3e^4}\,a_0^2=6.30\times10^{-18}\ \mathrm{cm^2}. \tag{4}$$

This value, and the hydrogen values below, are for an infinitely heavy nucleus; the proton's finite mass raises them by 0.11%, to 6.31 at threshold. The finite start is not a jump from zero absorption. Below threshold lie the Rydberg lines at $-1/n^2$, with spacing $2/n^3$. In these units a line has oscillator strength $f_n=\Delta E\,R_n^2/3$, with $\Delta E$ the transition energy and $R_n$ the radial dipole integral. The strength per unit energy is therefore $f_nn^3/2$. It is 0.803 per Ry at $n=10$ and 0.787 at $n=20$, approaching the continuum value $D^2/3=0.781$. A spectrum that does not resolve the lines shows absorption continuing below threshold.

**Isolating the cause**

An anion and a neutral atom differ in more than the tail. A cleaner comparison holds the hydrogen orbital and the inner potential fixed and removes the tail beyond 1 nm. The exponent at 0.1 meV then becomes 1.496, and the cross section falls to $5.6\times10^{-5}$ of its full value. That ratio depends on the cut radius $r_c$: it is $3\times10^{-5}$ at 1.1 nm and $6\times10^{-4}$ at 0.92 nm. At 0.89312 nm, where $J_2(\sqrt{8r_c})=0$, the cut well has a p state at zero energy and the exponent becomes $-1/2$. This needs the exact root: at 0.8930 nm the state is a resonance just above threshold and the exponent at 0.1 meV is 4.8, and at 0.8935 nm it is 1.2. At 20 eV the two differ by 1.2%; the step at the sharp cut makes their ratio oscillate with energy and cut radius by about ±4% in this region. The distant tail therefore controls the threshold and hardly matters well above it.

**How large: a laser probe of negative hydrogen ions**

Laser photodetachment can probe H⁻ in low-pressure hydrogen plasma, such as may form in the background gas of an EUV scanner. The model anion has $I=0.75$ eV and an exponential well of range 0.04 nm. The well depth, 51 eV, is fixed by $I$ and the chosen range, and has no separate physical meaning.

With $D_0=608.65\,a_0^{7/2}$ and $I=0.05512$ Ry, (2) gives $0.03057\times0.05512\times608.65^2=624\,a_0^2/\mathrm{Ry}^{3/2}$, or $348\times10^{-18}\ \mathrm{cm^2/eV^{3/2}}$. Cross sections in $10^{-18}\ \mathrm{cm^2}$ are:

| Excess energy | Anion | Power law (2) | Neutral H |
|---|---:|---:|---:|
| 1 meV | 0.0110 | 0.0110 | 6.30 |
| 10 meV | 0.335 | 0.348 | 6.29 |
| 100 meV | 7.64 | 11.0 | 6.18 |

An independent calculation from the eigenstates of a large box gives 0.3405 at 10.11 meV, the same as the direct result. The anion's local exponent is 1.462 at 10 meV and 1.156 at 100 meV; (3) predicts 1.461 and 1.147.

At 1064 nm the excess is 0.415 eV. The power law gives 93.2, while the model gives 25.7. Multiplying the power law by $(I/(I+E))^3=(0.75/1.165)^3=0.267$, as (3) suggests, gives 24.9.

For uniform illumination without replenishment, the detached fraction is $1-e^{-\sigma N}$, with $N$ the photons per area. A pulse of 50 mJ/cm² at 1064 nm has $N=2.68\times10^{17}\ \mathrm{cm^{-2}}$, so $\sigma N=6.88$ and 99.9% is detached. At 10 meV excess (1631.4 nm for the model's $I=0.75$ eV), $\sigma N=0.138$ and the fraction is 12.9%. A pulse sized for 99% detachment at 1064 nm with the bare power law would carry 9.2 mJ/cm² and, in this model, detach 72%.

**The model beside the real ion**

The binding energy of H⁻ is 0.754 eV. The 4 meV offset hardly matters at 1064 nm but does near threshold: with $I=0.7542$ eV the excess at 1631.4 nm is 5.8 meV, and the model's detached fraction falls from 12.9% to 5.9%. The real cross section at 1064 nm is roughly $35\times10^{-18}\ \mathrm{cm^2}$, so the model is roughly a quarter low. H⁻ has two correlated, equivalent electrons, which a single electron in a local well does not describe. Changing the range to 0.035 or 0.045 nm moves the 1064 nm value to 23.6 or 28.0, and 0.055 or 0.06 nm gives 33.7 or 37. The range is a free parameter, so the size of the gap is not by itself a measure of correlation. Adding the polarization attraction to the final wave alone raises it by 5% with an inner cutoff of 0.1 nm, and by 3% or 12% with a cutoff of 0.15 or 0.05 nm. This is not the net effect of polarization, which also acts on the bound orbital and on the dipole operator; both are left out here. For ranges of 0.035 to 0.045 nm, and with polarization at the 0.1 nm cutoff, the exponent at 0.1 meV stays within 0.01 of 3/2. The model serves for the threshold shape: a two-electron configuration-interaction calculation of H⁻ ($I=0.752$ eV) gives a local exponent of 1.145 at 100 meV against the model's 1.156, but a threshold coefficient of about 510 against 348 (in $10^{-18}\ \mathrm{cm^2/eV^{3/2}}$, moving by about 1.5% with the angular basis) and 35.6 at 1064 nm. Absolute densities need a measured or correlated cross section.

Stray fields set the lower end of the useful range. A field $F$ acts on the detached electron on the energy scale $(\hbar^2e^2F^2/2m)^{1/3}$, which is 0.7 meV at a rough 1 kV/cm. The field-free anion value at 1 meV is then not a reliable prediction for a measurement made in such a field. For the neutral, the potential $-C/r-eFr$, with $C=e^2/4\pi\varepsilon_0$ in SI units, has its top at $-2\sqrt{CeF}$, 24 meV below the field-free threshold. This is where field ionisation sets in, not a shifted sharp threshold: in hydrogen many Stark states above it stay long-lived, about half of the $m=0$ channels at $-18$ meV. For the anion near threshold, the rms Doppler broadening at 300 K is about 4 µeV (about 18 µeV for ions at 0.5 eV). At a rough electron density of $10^9\ \mathrm{cm^{-3}}$ and temperature of 1 eV, the Debye shift of the Coulomb tail is about 6 µeV from electron screening alone, and about 39 µeV if ions at 300 K screen as well. The median ion microfield, about 0.8 V/cm, acts on the anion at about 6 µeV but on the neutral, through $2\sqrt{CeF}$, at about 0.7 meV. Each is much smaller than the corresponding effect of 1 kV/cm. That field stands for an applied one; the plasma's own scale $T_e/\lambda_D$ is about 40 V/cm, for which the anion scale is about 0.09 meV and the neutral's barrier top lies about 5 meV below threshold.

**What to do**

- For an anion with a weakly bound s electron, no low-lying p-wave resonance and a neutral of low polarizability such as H, fit $E^{3/2}/(I+E)^3$ rather than the bare power once $E$ exceeds a few per cent of $I$, and only up to about $E=2I$: normalised at threshold, the model stays within 7% (range 0.04 nm) or 15% (range 0.06 nm) of this form up to there, but falls to between 0.1 and 0.6 of it at $E=10I$. That steep fall belongs to the exponential well, not to the real ion: a two-electron configuration-interaction calculation of H⁻ gives 0.96 of the form at $E=I$, 0.92 at $2I$, 0.84 at $5I$ and 0.83 at $10I$. Leave out data below several times the stray-field scale: at 1 kV/cm, with light polarised along the field, the cross section departs from its field-free value by more than 10% up to 2.7 meV and by more than 5% up to 4.3 meV; with light polarised across the field, by more than 5% up to about 1.1 meV. For alkali-size polarizabilities (160 to 290 $a_0^3$) this form is not adequate: in one-electron models the cross section exceeds it by 10 to 20% at $E=0.1I$ and falls to about half of it at $E=I$.
- For a neutral atom, extrapolate to a finite value and join it to the Rydberg strength, broadened by the instrument. The finite value need not be approached smoothly as in hydrogen: in a one-electron model of Na the integral $D$ changes sign roughly 1 eV above threshold (Cooper minimum), and data from above such a minimum cannot be extrapolated down.
- In a calculation, check the potential felt by the outgoing electron: $-2/r$ for a neutral target, no Coulomb tail for a singly charged anion. A tail cut at radius $r_c$ gives a false $E^{3/2}$ start for $kr_c\ll1$, with a size that depends strongly on $r_c$, unless the cut well has a p state at or near zero energy; a tail wrongly added to an anion gives a false finite start.

## Calculated quantities

```
Rydberg energy: 13.6057 eV; a0: 0.05292 nm
Anion binding: 0.75 eV = 0.05512 Ry
Well range: 0.04 nm; depth: 51.24 eV
Threshold wavelength of anion: 1653.1 nm
Threshold dipole integral D0: 608.65 a0^(9/2)
Power-law coefficient: 348.30 1e-18 cm2/eV^1.5
Anion exponent at 0.1 meV: 1.4996
Box check at 10.11 meV: box 0.3405, direct 0.3405 (1e-18 cm2)
Box check at 60.46 meV: box 4.1279, direct 4.1279 (1e-18 cm2)
Neutral threshold dipole: 1.53114 a0/Ry^0.5
Neutral threshold sigma: 6.3043 1e-18 cm2
Excess meV | anion | power law | neutral (all 1e-18 cm2)
    1 | 0.01097 | 0.01101 | 6.3033
   10 | 0.33506 | 0.34830 | 6.2919
  100 | 7.63861 | 11.01417 | 6.1824
Exponents at 10 meV: anion 1.462, neutral -0.0017
Exponents at 100 meV: anion 1.156, neutral -0.0195
Barrier radius at 10 meV, no tail: 2.760 nm
Barrier radius at zero energy, Coulomb tail: 0.0529 nm
Coulomb/free inner density at 100 meV: 10043.5 (direct), 10044.8 (formula)
Line strength density n=10: 0.80268 per Ry
Line strength density n=20: 0.78670 per Ry
Continuum strength density at threshold: 0.78147 per Ry
Tail cut at 1.0 nm: exponent at 0.1 meV 1.4960
Cut/full sigma at 0.1 meV: 5.626e-05; at 20 eV: 1.0124
Laser: 1064 nm, photon 1.1653 eV, excess 0.4153 eV
Anion sigma at laser: 25.69; power law there: 93.2 (1e-18 cm2)
Near-threshold wavelength (10 meV excess): 1631.4 nm
Pulse fluence: 50 mJ/cm2
Detached fraction at 10 meV excess: 0.1285
Detached fraction at 1064 nm: 0.998971
Polarizability of H: 4.500 a0^3; inner cutoff 0.1 nm
Exponent at 0.1 meV with polarization: 1.4996
Sigma ratio with/without polarization: 1.0327 (10 meV), 1.0528 (laser)
Range 0.035 nm: sigma 0.3110 (10 meV), 23.61 (laser) 1e-18 cm2
Range 0.045 nm: sigma 0.3612 (10 meV), 28.02 (laser) 1e-18 cm2
Stray field: 1 kV/cm; anion energy scale 0.725 meV
Neutral threshold lowering by field: 24.00 meV
Doppler width (rms) at 300 K: 3.99 micro-eV
Plasma density: 1e+09 cm^-3; electron temperature 1.0 eV
Debye length: 0.235 mm; Coulomb energy there 6125.37 neV
```
